# Biaxial Modulus of a Cubic (111) Film: Two Derivations, part 2

A uniform single-crystal film of cubic symmetry is held flat by a thick substrate. Its unit normal on the cube axes is $\mathbf n=(1,1,1)/\sqrt3$. Every in-plane direction has the same strain $\varepsilon$, measured from the stress-free state, and the surface carries no force. The biaxial modulus $M$ is the ratio of in-plane stress to $\varepsilon$. We now derive it from the minimum of the elastic energy.

Tension is positive, and shear strains are tensor components. The stiffnesses are $C_{11}$, $C_{12}$ and $C_{44}$, with $B=C_{11}+2C_{12}$ and $H=C_{11}-C_{12}-2C_{44}$. Stress $\sigma_{ij}$ and strain $E_{ij}$ obey

$$
\sigma_{ij}=C_{12}\,\theta\,\delta_{ij}+2C_{44}E_{ij}+H\,E_{ii}\,\delta_{ij},
\qquad \theta=E_{11}+E_{22}+E_{33},
\tag{1}
$$

where the repeated index in $E_{ii}$ is not summed. Every uniform strain with the prescribed in-plane part has the form

$$
E=\varepsilon I+\tfrac12\left(\mathbf a\mathbf n^{T}+\mathbf n\mathbf a^{T}\right),\qquad
\mathbf a=\alpha\,\mathbf n+\mathbf t,\qquad \mathbf t\cdot\mathbf n=0 ,
\tag{7}
$$

where $I$ is the unit tensor, $\varepsilon+\alpha$ is the normal strain and $\mathbf t$ describes out-of-plane shear.

The first derivation solved the force balance $\sigma\mathbf n=0$, which reads $B\varepsilon\,\mathbf n+\Gamma\mathbf a=0$. The linear map $\Gamma$ (the traction matrix) multiplies $\mathbf n$ by $(B+4C_{44})/3$ and in-plane vectors by $(C_{11}-C_{12}+C_{44})/3$. The result was $\mathbf t=0$ and $M=6C_{44}B/(B+4C_{44})$.

The model crystal has $C_{11}=160$ GPa, $C_{12}=60$ GPa, $C_{44}=80$ GPa and $\varepsilon=0.01$. For a (110) film of it under the same equibiaxial strain, force balance gave stress-to-strain ratios of 191.6 GPa along $[001]$ and 235.8 GPa along $[1\bar10]$. A (111) film stretched only along $[1\bar10]$ shears out of its plane, with a ratio of tensor shear strain to $\varepsilon$ of 0.118.

### The energy of a cubic crystal

In a linear solid the energy per volume is $w=\tfrac12\sum_{ij}\sigma_{ij}E_{ij}$. On the cube axes $\sigma_{11}=C_{11}E_{11}+C_{12}(E_{22}+E_{33})$ and $\sigma_{12}=2C_{44}E_{12}$, and the others follow by exchanging axes. Each off-diagonal pair occurs twice in the sum, so

$$
w=\frac{C_{11}}2\sum_iE_{ii}^2+C_{12}\sum_{i<j}E_{ii}E_{jj}+2C_{44}\sum_{i<j}E_{ij}^2 .
$$

It helps to separate the volume change from the changes of shape. Let

$$
\theta=E_{11}+E_{22}+E_{33},\qquad D=\sum_{i<j}(E_{ii}-E_{jj})^2 .
$$

Multiplying out gives $\theta^2=\sum_iE_{ii}^2+2\sum_{i<j}E_{ii}E_{jj}$ and $D=2\sum_iE_{ii}^2-2\sum_{i<j}E_{ii}E_{jj}$. Adding them, and then solving for the products, one finds

$$
\sum_iE_{ii}^2=\frac{\theta^2+D}{3},\qquad
\sum_{i<j}E_{ii}E_{jj}=\frac{\theta^2}{3}-\frac D6 .
$$

Inserted into $w$, the terms in $\theta^2$ have the coefficient $C_{11}/6+C_{12}/3=B/6$, and those in $D$ have $C_{11}/6-C_{12}/6$:

$$
w=\frac B6\,\theta^2+\frac{C_{11}-C_{12}}6\,D+2C_{44}\sum_{i<j}E_{ij}^2 .
\tag{8}
$$

The three terms are the energies of a dilation, of unequal stretches along the cube axes, and of shears between the cube axes. Each can be excited without the others. The energy is therefore positive for every nonzero strain if and only if $B$, $C_{11}-C_{12}$ and $C_{44}$ are all positive. These are the stability conditions.

### The energy of the film

Now insert (7). Since $n_i=1/\sqrt3$, the components of $\mathbf a$ are $a_i=\alpha/\sqrt3+t_i$, and $\mathbf t\cdot\mathbf n=0$ means $t_1+t_2+t_3=0$. The strains are

$$
E_{ii}=\varepsilon+\frac{a_i}{\sqrt3}=\varepsilon+\frac\alpha3+\frac{t_i}{\sqrt3},
\qquad
E_{ij}=\frac{a_i+a_j}{2\sqrt3}=\frac\alpha3+\frac{t_i+t_j}{2\sqrt3}\quad(i\ne j).
$$

The three pieces of (8) follow in turn.

The trace is $\theta=3\varepsilon+\alpha$, because the $t_i$ sum to zero.

In the differences of diagonal strains, $\varepsilon$ and $\alpha$ drop out:

$$
D=\frac13\sum_{i<j}(t_i-t_j)^2=\frac13\left[3\sum_it_i^2-\Big(\sum_it_i\Big)^2\right]=|\mathbf t|^2 .
$$

For the shears, let $k$ be the third index, so that $t_i+t_j=-t_k$. Then

$$
\sum_{i<j}E_{ij}^2=\sum_k\left(\frac\alpha3-\frac{t_k}{2\sqrt3}\right)^2=\frac{\alpha^2}{3}+\frac{|\mathbf t|^2}{12},
$$

where the cross term has vanished because it is proportional to $\sum_kt_k$. The coefficient of $|\mathbf t|^2$ in the energy is $(C_{11}-C_{12})/6+2C_{44}/12$, and altogether

$$
w=\frac B6(3\varepsilon+\alpha)^2+\frac{2C_{44}}3\,\alpha^2+\frac{C_{11}-C_{12}+C_{44}}6\,|\mathbf t|^2 .
\tag{9}
$$

### The minimum

The film is free to choose $\alpha$ and $\mathbf t$, and in equilibrium it takes the values of least energy. The shear $\mathbf t$ enters (9) only through a positive square that is coupled to nothing else. It can only raise the energy, so $\mathbf t=0$.

The derivative with respect to $\alpha$ must vanish:

$$
\frac B3(3\varepsilon+\alpha)+\frac{4C_{44}}3\,\alpha=0
\quad\Longrightarrow\quad
\alpha=-\frac{3B}{B+4C_{44}}\,\varepsilon .
$$

This is a minimum, since the second derivative $(B+4C_{44})/3$ is positive. The volume change is then

$$
3\varepsilon+\alpha=\frac{3B+12C_{44}-3B}{B+4C_{44}}\,\varepsilon=\frac{12C_{44}}{B+4C_{44}}\,\varepsilon .
$$

Putting both into (9) gives

$$
w_{\min}=\frac{\tfrac{144}{6}BC_{44}^2+\tfrac{18}{3}C_{44}B^2}{(B+4C_{44})^2}\,\varepsilon^2
=\frac{6BC_{44}(4C_{44}+B)}{(B+4C_{44})^2}\,\varepsilon^2
=\frac{6C_{44}B}{B+4C_{44}}\,\varepsilon^2 .
\tag{10}
$$

### From energy to stress

A small change of strain does the work $dw=\sum_{ij}\sigma_{ij}\,dE_{ij}$ per volume. When $\varepsilon$ changes, $\alpha$ changes as well, but at the minimum $w$ does not respond to that to first order. The derivative of $w_{\min}$ is therefore the derivative at fixed $\mathbf a$, for which $dE_{ij}=\delta_{ij}\,d\varepsilon$:

$$
\frac{dw_{\min}}{d\varepsilon}=\sigma_{11}+\sigma_{22}+\sigma_{33} .
$$

The trace is the same on all axes. On film axes it consists of two in-plane stresses and the normal stress, which is zero at a free surface. The sum of the two in-plane stresses is thus $2M\varepsilon$, with $M$ the coefficient in (10), and their mean is $M\varepsilon$.

That the two are equal needs a further argument. A rotation by 120° about $[111]$ leaves the crystal unchanged. It also leaves the strain $\varepsilon I+\alpha\,\mathbf n\mathbf n^{T}$ unchanged, and hence the stress. Any in-plane stress is a mean value plus a part with principal stresses $+s$ and $-s$ along two perpendicular directions. A rotation by 120° would carry the axis of $+s$ to a different line that is not an axis of $+s$. The part can be unchanged only if $s=0$. Both in-plane stresses are then $M\varepsilon$, and

$$
M=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}},\qquad w_{\min}=M\varepsilon^2 .
$$

The energy is $M\varepsilon^2$ and not $\tfrac12M\varepsilon^2$ because two in-plane stresses do work, each contributing $\tfrac12M\varepsilon^2$.

For the model crystal with $C_{11}=160$ GPa, $C_{12}=60$ GPa, $C_{44}=80$ GPa and $\varepsilon=0.01$, the modulus is 224 GPa. The energy density is $224\ \text{GPa}\times10^{-4}=22.4$ MJ/m³. A film of thickness 10 nm stores 0.224 J/m² and pulls with a force of 22.4 N per metre of width. A numerical minimization over all three out-of-plane strains also gives 224 GPa.

### What the modulus depends on

Taking the reciprocal of $M$ separates its two parts:

$$
\frac1M=\frac{B+4C_{44}}{6C_{44}B}=\frac1{6C_{44}}+\frac2{3B} .
\tag{11}
$$

The compliances for shear and for volume change add, as for two springs in series. Both terms are positive, so $M$ is smaller than $6C_{44}$ and smaller than $3B/2$. These two values are also its limits.

If $B\gg C_{44}$, the volume cannot change. Then $\alpha\to-3\varepsilon$, the normal strain is $-2\varepsilon$, and $M\to6C_{44}$.

If $C_{44}\gg B$, the shears between the cube axes are suppressed. Then $\alpha\to0$, and the film expands equally in all directions. The trace of the stress is $B\theta=3B\varepsilon$. The free surface carries none of it, so each of the two in-plane stresses is $3B\varepsilon/2$, and $M\to3B/2$.

At fixed $B$ and $C_{44}$, the difference $C_{11}-C_{12}$ has no effect on $M$. The reason can be read from (9): with $\mathbf t=0$ the three cube axes are stretched equally, $D=0$, and the energy of unequal stretches is not called upon.

An isotropic solid with Young's modulus $Y$ and Poisson's ratio $\nu$ provides a check. Equal stress $p$ on all sides gives the strain $p(1-2\nu)/Y$, hence $B=Y/(1-2\nu)$. Principal stresses $\tau$ and $-\tau$ give the strain $\tau(1+\nu)/Y$ along the first, which must equal $\tau/(2C_{44})$, hence $C_{44}=Y/[2(1+\nu)]$. Then

$$
\frac1M=\frac{1+\nu}{3Y}+\frac{2(1-2\nu)}{3Y}=\frac{1-\nu}{Y},
$$

which is the isotropic biaxial modulus $M=Y/(1-\nu)$.

### Comparison with a (001) film

For $\mathbf n=(0,0,1)$ the strains are $E_{11}=E_{22}=\varepsilon$ and $E_{33}=\varepsilon+\alpha$, with shears $E_{13}=t_1/2$ and $E_{23}=t_2/2$. The shears again add a positive square to the energy and vanish at the minimum. Now $\theta=3\varepsilon+\alpha$ and $D=2\alpha^2$, so (8) becomes

$$
w=\frac B6(3\varepsilon+\alpha)^2+\frac{C_{11}-C_{12}}3\,\alpha^2 .
$$

This is (9) at $\mathbf t=0$ with $C_{44}$ replaced by $(C_{11}-C_{12})/2$. The minimum therefore follows from (10) by the same replacement. The denominator becomes $B+2(C_{11}-C_{12})=3C_{11}$, and

$$
M_{001}=\frac{3B(C_{11}-C_{12})}{3C_{11}}=\frac{(C_{11}+2C_{12})(C_{11}-C_{12})}{C_{11}} .
$$

The two in-plane stresses are equal here too, because a rotation by 90° about the normal exchanges them and leaves the cubic stress–strain law and the strain unchanged.

By (11), a larger shear stiffness at fixed $B$ means a larger modulus. The (111) film is therefore the stiffer of the two exactly when $C_{44}>(C_{11}-C_{12})/2$, that is, when the anisotropy ratio $2C_{44}/(C_{11}-C_{12})$ exceeds 1. In the model crystal the ratio is $160/100=1.6$, and $M_{001}=280\times100/160=175$ GPa. The (111) film is stiffer by a factor of 1.28.

Doubling $C_{11}-C_{12}$ to 200 GPa at fixed $B$ and $C_{44}$ gives a crystal with $C_{11}=226.7$ GPa and $C_{12}=26.7$ GPa. Its (111) modulus is still 224 GPa, while its (001) modulus has risen to 247 GPa. The order is reversed, as it must be for a ratio of 0.8.

### What each derivation assumes

Both derivations assume small strain, a linear stress–strain law with cubic symmetry, a uniform film away from its edges, and a surface free of force. Both use the form (7) of the strain. Their agreement checks the algebra between these assumptions and the modulus. It does not check the assumptions. At a strain of 0.01 a real crystal departs from linearity: with third-order constants of the size found in silicon, the ratio of stress to strain changes by roughly 3 to 4 %, falling in tension and rising in compression. The film must also stay flat and free of misfit dislocations; for a semiconductor at 1 % misfit the equilibrium critical thickness is only of order 10 to 20 nm. In a piezoelectric cubic crystal, such as one with the zincblende structure, this strain polarizes a (111) film along its normal. The result then holds when the electric field in the film is zero, and an open-circuit film is slightly stiffer, by less than about 1 % for typical semiconductors.

The force derivation needs the stress–strain law and a unique solution for $\mathbf a$. Uniqueness requires that $B+4C_{44}$ and $C_{11}-C_{12}+C_{44}$ are not zero. Once the law (1) is given, it makes no further use of an energy or of a minimum. The derivation delivers the whole stress tensor, including the equality of the in-plane stresses.

The energy derivation also uses an energy function whose derivatives are the stresses, and an equilibrium at its minimum. The energy function is not an extra assumption once the law (1) is accepted, because the same $C_{12}$ couples each pair of cube axes in both directions. In the point groups $432$, $\bar43m$ and $m\bar3m$ symmetry alone enforces this. In $23$ and $m\bar3$ symmetry would allow two different couplings, and their equality in (1) itself comes from the existence of an energy. The minimum is an additional demand, namely that the equilibrium be stable. The same two combinations must now be positive and not merely different from zero. In return it shows at once why the shear vanishes and why $C_{11}-C_{12}$ drops out. By itself it yields only the mean in-plane stress, and the threefold symmetry has to supply the rest. The (110) film shows that this step is needed. There the ratios of stress to strain are 191.6 GPa and 235.8 GPa, and the energy would give their mean, about 214 GPa, which is the modulus in neither direction.

The two conditions on the surface are linked by one identity. At fixed $\varepsilon$, a change $d\mathbf a$ in (7) changes the energy by

$$
dw=\sum_{ij}\sigma_{ij}\,n_j\,da_i=(\sigma\mathbf n)\cdot d\mathbf a ,
$$

where the symmetry of $\sigma$ has been used to combine the two halves of the strain. The energy is stationary for every $d\mathbf a$ if and only if $\sigma\mathbf n=0$. If the surface carried a given force per area $\mathbf f$, the first derivation would start from $\sigma\mathbf n=\mathbf f$, and the second would have to minimize $w-\mathbf f\cdot\mathbf a$ in place of $w$. The values for the model crystal are collected in the numerical output.

## Values computed for the example and the checks

```
C11 = 160 GPa
C12 = 60 GPa
C44 = 80 GPa
In-plane strain = 0.010 (dimensionless)
Film thickness = 10 nm
B = C11 + 2 C12 = 280.0 GPa
Anisotropy ratio 2 C44/(C11 - C12) = 1.600 (dimensionless)
Traction matrix eigenvalue along normal = 200.00 GPa
Traction matrix eigenvalue in plane = 60.00 GPa
(111) normal strain / in-plane strain = -0.4000 (dimensionless)
(111) normal strain = -0.00400 (dimensionless)
(111) biaxial modulus, tensor solution = 224.000 GPa
(111) biaxial modulus, formula = 224.000 GPa
(111) modulus from energy minimum = 224.000 GPa
(111) in-plane stress = 2.2400 GPa
(111) energy density = 22.400 MJ/m^3
(111) energy per area = 0.2240 J/m^2
(111) force per width = 22.400 N/m
(001) biaxial modulus = 175.000 GPa
Modulus ratio (111)/(001) = 1.2800 (dimensionless)
(110) stress/strain along [001] = 191.579 GPa
(110) stress/strain along [1-10] = 235.789 GPa
(111), strain along [1-10] only: shear/strain = 0.1179 (dimensionless)
Changed crystal: C11 = 226.667 GPa
Changed crystal: C12 = 26.667 GPa
Changed crystal: (111) modulus = 224.000 GPa
Changed crystal: (001) modulus = 247.059 GPa
```
